# The Static Hermitian QSGW Potential and Its Fixed Point

## Definitions and conventions

Hartree atomic units are used. All operators are matrices in a finite one-particle space. Let $H_0$ be a Hermitian reference Hamiltonian with

$$H_0\psi_i=\varepsilon_i\psi_i,\qquad \langle\psi_i|\psi_j\rangle=\delta_{ij}. \tag{1}$$

Its occupied orbitals fix the density and hence the Hartree potential $v_H$. With $h$ the kinetic energy plus the nuclear potential, write $F=h+v_H$. The self-energy $\Sigma(\omega)$ is built from $H_0$ and contains the exchange part $\Sigma_x$. Matrix elements refer to the orbitals $\psi_i$, and

$$\Sigma^H(\omega)=\tfrac12[\Sigma(\omega)+\Sigma^\dagger(\omega)],\qquad \Sigma^A(\omega)=\tfrac12[\Sigma(\omega)-\Sigma^\dagger(\omega)] \tag{2}$$

are its Hermitian and anti-Hermitian parts at real $\omega$. The norm is $\|X\|^2=\mathrm{Tr}\,X^\dagger X=\sum_{ij}|X_{ij}|^2$.

The quasiparticle equation of many-body theory is

$$[F+\Sigma(E)]\,\phi=E\,\phi . \tag{3}$$

Its operator depends on the unknown $E$ and need not be Hermitian. Different solutions belong to different operators, so they are in general not orthogonal and cannot serve directly as the orbitals of a new $H_0$. Quasiparticle self-consistent GW (QSGW) replaces $\Sigma(E)$ by one static Hermitian matrix $V$.

## The closest static potential

For a trial $V$ the error at energy $\omega$ is $D(\omega)=\Sigma(\omega)-V$. It matters at the energies of the levels on which it acts. The operator $\delta(\omega-H_0)$ selects these energies, and it can stand on either side of $D$. Treating both sides equally gives the mismatch

$$M[V]=\int d\omega\,\mathrm{Tr}\left[D\,\delta(\omega-H_0)D^\dagger+D^\dagger\delta(\omega-H_0)D\right]. \tag{4}$$

In the eigenbasis, $\delta(\omega-H_0)$ is diagonal with elements $\delta(\omega-\varepsilon_k)$. The first trace is $\sum_{ij}|D_{ij}(\omega)|^2\delta(\omega-\varepsilon_j)$ and the second is $\sum_{ij}|D_{ij}(\omega)|^2\delta(\omega-\varepsilon_i)$. With

$$A_{ij}=\Sigma_{ij}(\varepsilon_i),\qquad B_{ij}=\Sigma_{ij}(\varepsilon_j), \tag{5}$$

the integral becomes

$$M[V]=\|A-V\|^2+\|B-V\|^2 . \tag{6}$$

The choice of (4) is a criterion, not a consequence of (3). The orbitals, energies and $\Sigma$ are held fixed while $V$ varies. Hence (6) defines the best $V$ for a given reference; it is not a variational principle for the self-consistent problem.

Put $C=(A+B)/2$ and $G=(A-B)/2$. Then $A-V=(C-V)+G$ and $B-V=(C-V)-G$. The cross terms cancel when the two squared norms are added:

$$M[V]=2\|C-V\|^2+\tfrac12\|A-B\|^2 . \tag{7}$$

The last term does not contain $V$. Without the demand of Hermiticity the minimum would be $V=C$. To impose it, split $C=C_H+C_A$ into Hermitian and anti-Hermitian parts. For $X^\dagger=X$ and $Y^\dagger=-Y$,

$$[\mathrm{Tr}\,XY]^*=\mathrm{Tr}\,(XY)^\dagger=\mathrm{Tr}\,Y^\dagger X^\dagger=-\mathrm{Tr}\,YX=-\mathrm{Tr}\,XY, \tag{8}$$

so $\mathrm{Tr}\,XY$ is imaginary and $\mathrm{Re}\,\mathrm{Tr}\,X^\dagger Y=0$. With $X=C_H-V$ and $Y=C_A$ this gives

$$\|C-V\|^2=\|C_H-V\|^2+\|C_A\|^2 . \tag{9}$$

The minimum over Hermitian matrices is therefore unique and lies at $V=C_H=(C+C^\dagger)/2$. Since $(C^\dagger)_{ij}=C_{ji}^*$, and (5) gives $A_{ji}=\Sigma_{ji}(\varepsilon_j)$ and $B_{ji}=\Sigma_{ji}(\varepsilon_i)$,

$$V_{ij}=\tfrac14\left[\Sigma_{ij}(\varepsilon_i)+\Sigma_{ij}(\varepsilon_j)+\Sigma_{ji}^*(\varepsilon_i)+\Sigma_{ji}^*(\varepsilon_j)\right]. \tag{10}$$

Grouping the terms of equal energy gives the QSGW potential

$$V_{ij}=\tfrac12\left[\Sigma^H_{ij}(\varepsilon_i)+\Sigma^H_{ij}(\varepsilon_j)\right]. \tag{11}$$

A numerical least-squares search over all Hermitian $4\times4$ matrices, for a complex non-Hermitian model self-energy, reproduces (11) to rounding error.

If only $\|B-V\|^2$ is minimized, the same argument gives the Hermitian part of $B$, with elements $\frac12[\Sigma_{ij}(\varepsilon_j)+\Sigma^*_{ji}(\varepsilon_i)]$. From (2), $\Sigma_{ji}^*=\Sigma^H_{ij}-\Sigma^A_{ij}$, so this one-sided potential differs from (11) by

$$V^{(B)}_{ij}-V_{ij}=\tfrac12\left[\Sigma^A_{ij}(\varepsilon_j)-\Sigma^A_{ij}(\varepsilon_i)\right]. \tag{12}$$

The difference vanishes on the diagonal, and everywhere if $\Sigma$ is Hermitian. In the model its largest element is 0.080 Ha.

## The meaning of the Hermitian part

Let $P_k$ project on the eigenspace of the distinct level $\varepsilon_k$. Equation (11) is the matrix form of

$$V=\tfrac12\sum_k\left[P_k\Sigma^H(\varepsilon_k)+\Sigma^H(\varepsilon_k)P_k\right], \tag{13}$$

because $P_k$ on the left selects $\varepsilon_k=\varepsilon_i$ and on the right $\varepsilon_k=\varepsilon_j$. The projectors do not depend on orbital phases or on the basis chosen inside a degenerate level. Neither does the operator $V$.

The real part of each matrix element lacks this property. Under $\psi_j\to e^{i\theta_j}\psi_j$ an element $\Sigma_{ij}$ acquires the factor $e^{i(\theta_j-\theta_i)}$, which mixes its real and imaginary parts. For real orbitals and a symmetric $\Sigma$ the two prescriptions agree, since then $\Sigma^*_{ji}=\Sigma^*_{ij}$. In the complex model, a change of phases together with a rotation of a degenerate pair leaves (11) covariant to rounding error, while the elementwise real part fails by up to 0.39 Ha.

## The fixed point

One QSGW step maps $H_0$ to $F[H_0]+V[H_0]$. At a fixed point

$$H_0=F[H_0]+V[H_0]. \tag{14}$$

Its existence is assumed here, and nothing above guarantees that it is unique. Take the element of (14) between $\psi_i$ and $\psi_j$. By (1) the left side is $\varepsilon_i\delta_{ij}$, so

$$\varepsilon_i\delta_{ij}=F_{ij}+\tfrac12\left[\Sigma^H_{ij}(\varepsilon_i)+\Sigma^H_{ij}(\varepsilon_j)\right]. \tag{15}$$

For $i=j$ the two self-energy terms coincide, and $\Sigma^H_{ii}=\frac12(\Sigma_{ii}+\Sigma_{ii}^*)=\mathrm{Re}\,\Sigma_{ii}$. Hence

$$\boxed{\;\varepsilon_i=\langle\psi_i|h+v_H|\psi_i\rangle+\mathrm{Re}\,\Sigma_{ii}(\varepsilon_i)\;} \tag{16}$$

for every level. This is the diagonal quasiparticle equation, with $\Sigma$ evaluated at the level's own energy and built from the same $H_0$.

No renormalization factor appears in (16), although the energy dependence of $\Sigma$ has not been neglected. Suppose that at some stage of the iteration (16) has the residual $r_i=F_{ii}+\mathrm{Re}\,\Sigma_{ii}(\varepsilon_i)-\varepsilon_i$. With $F$, the orbitals and the function $\Sigma$ frozen, a shift $\delta$ of the energy removes it to first order if $r_i+\delta\,\mathrm{Re}\,\Sigma'_{ii}(\varepsilon_i)-\delta=0$, or

$$\delta=Z_i r_i,\qquad Z_i=\frac{1}{1-\mathrm{Re}\,\Sigma'_{ii}(\varepsilon_i)}. \tag{17}$$

The factor $Z_i$ affects the step toward the solution. At the fixed point $r_i=0$, and the correction vanishes for any finite $Z_i$.

For $i\neq j$, (15) gives a second set of conditions,

$$F_{ij}+V_{ij}=0 . \tag{18}$$

These determine the orbitals. A scheme that updates the energies but keeps the orbitals can satisfy (16) for all levels and still violate (18). Thus (16) is necessary for a QSGW fixed point, but not sufficient.

## What the static potential leaves out

Equation (16) does not make $\psi_i$ a solution of (3). Replace $\Sigma$ by $\Sigma^H$. This leaves out the damping described by $\Sigma^A$, and also a real shift of second order in its off-diagonal elements: since $\Sigma^A_{ji}=-\Sigma^{A*}_{ij}$, a coupling by $\Sigma^A$ alone moves level $i$ by about $-|\Sigma^A_{ij}|^2/(\varepsilon_i-\varepsilon_j)$. The diagonal damping gives a real shift of the same order, because it moves the root to a complex energy at which $\Sigma_{ii}$ differs. For the highest occupied level of the example below both shifts are smaller than $10^{-7}$ Ha, and the diagonal one is the larger. At the fixed point $F_{ji}=\varepsilon_i\delta_{ji}-V_{ji}$, so the residual of the dynamical equation for level $i$ has the components

$$R_{ji}=F_{ji}+\Sigma^H_{ji}(\varepsilon_i)-\varepsilon_i\delta_{ji}=\tfrac12\left[\Sigma^H_{ji}(\varepsilon_i)-\Sigma^H_{ji}(\varepsilon_j)\right]. \tag{19}$$

The component $j=i$ vanishes. The others measure how much the off-diagonal self-energy changes between two levels.

To find the effect on the energy, let $\mathcal H(E)=F+\Sigma^H(E)$ and let $Q$ denote all states other than a nondegenerate $i$. The lower rows of $\mathcal H c=Ec$ give $c_Q=(E-\mathcal H_{QQ})^{-1}\mathcal H_{Qi}c_i$. Inserted in row $i$, this yields

$$E=\mathcal H_{ii}(E)+\mathcal H_{iQ}(E)\left[E-\mathcal H_{QQ}(E)\right]^{-1}\mathcal H_{Qi}(E). \tag{20}$$

Count the off-diagonal changes of $\Sigma^H$ with energy as small of first order, and put $E=\varepsilon_i+\delta_i$. Three expansions are needed.

- By (16), $\mathcal H_{ii}(E)\approx\varepsilon_i+\delta_i\,\mathrm{Re}\,\Sigma'_{ii}(\varepsilon_i)$.
- By (19), $\mathcal H_{ji}(E)\approx R_{ji}$. The correction is proportional to $\delta_i$, which will turn out to be of second order.
- The diagonal of the $Q$ block is $\mathcal H_{jj}(\varepsilon_i)=\varepsilon_j+\Sigma^H_{jj}(\varepsilon_i)-\Sigma^H_{jj}(\varepsilon_j)$. Its off-diagonal elements are of first order and affect $\delta_i$ only beyond second order.

Collecting the terms in $\delta_i$ gives, to leading order,

$$\delta_i\approx Z_i\sum_{j\ne i}\frac{|R_{ji}|^2}{\varepsilon_i-\varepsilon_j-\Sigma^H_{jj}(\varepsilon_i)+\Sigma^H_{jj}(\varepsilon_j)} . \tag{21}$$

The error in the energy is thus quadratic in the residual. The estimate fails if a denominator is not large compared with $|R_{ji}|$ or with the second-order coupling of $i$ and $j$ through the other levels, or if $\Sigma$ has a pole close to $\varepsilon_i$. Near a pole the linear expansion of $\Sigma$ is useless, and the dynamical equation may have several solutions where QSGW keeps one level.

## Two limiting cases

If $\Sigma$ is static and Hermitian, $A=B=V=\Sigma$ and the mismatch is zero. With $\Sigma=\Sigma_x$, (14) is the Hartree-Fock equation.

Next let $\Sigma^H(\omega)=S+\omega T$ with Hermitian $S$ and $T$. Then $V_{ij}=S_{ij}+\frac12(\varepsilon_i+\varepsilon_j)T_{ij}$, or $V=S+\frac12(H_0T+TH_0)$. The fixed-point condition becomes

$$\tfrac12\left[(1-T)H_0+H_0(1-T)\right]=F+S, \tag{22}$$

whereas the dynamical equation with the same $F$ is $(F+S)\phi=E(1-T)\phi$. If $T$ commutes with $H_0$, (22) reads $(1-T)H_0=F+S$, and every eigenvector of $H_0$ solves the dynamical equation with $E=\varepsilon_i$.

If they do not commute, $R_{ji}=\frac12(\varepsilon_i-\varepsilon_j)T_{ji}$. The denominator in (21) is $(\varepsilon_i-\varepsilon_j)(1-T_{jj})=(\varepsilon_i-\varepsilon_j)/Z_j$, and

$$\delta_i\approx\tfrac14 Z_i\sum_{j\ne i}Z_j|T_{ji}|^2(\varepsilon_i-\varepsilon_j). \tag{23}$$

In this linear regime the term of a close pair of levels in (23) is small, because the residual decreases together with the denominator. This concerns the second-order term alone. The two levels also couple through each other level $k$, with a strength of about $\frac14Z_kT_{ik}T_{kj}(\varepsilon_i-\varepsilon_k)$ that does not decrease with their spacing, and (23) fails once the spacing becomes comparable to this coupling.

## The self-energy of the example

The derivation so far holds for any $\Sigma(\omega)$. The example uses closed-shell GW with direct random-phase screening and real orbitals. Let $i$ be occupied, $a$ empty, $\Delta_{ia}=\varepsilon_a-\varepsilon_i$, and $K_{ia,jb}=(ia|jb)$ the Coulomb integrals. With $\Delta$ as a diagonal matrix, the independent-particle response, summed over spin, is $\chi_0=4\Delta/(\omega^2-\Delta^2)$. The screened response is

$$\chi=(\chi_0^{-1}-K)^{-1}=4\Delta^{1/2}\left[\omega^2-\Delta^2-4\Delta^{1/2}K\Delta^{1/2}\right]^{-1}\Delta^{1/2}. \tag{24}$$

Let $\Omega_s^2$ and $z^s$ be the eigenvalues and orthonormal eigenvectors of $\Delta^2+4\Delta^{1/2}K\Delta^{1/2}$, and define $w^s_{pq}=\sqrt{2/\Omega_s}\sum_{ia}(pq|ia)\Delta_{ia}^{1/2}z^s_{ia}$. The screening part of $W$ is then

$$W^c_{pq,rt}(\omega)=\sum_s w^s_{pq}w^s_{rt}\,\frac{2\Omega_s}{\omega^2-\Omega_s^2}. \tag{25}$$

With time-ordered broadening the fraction is $1/(\omega-\Omega_s+i\eta)-1/(\omega+\Omega_s-i\eta)$. In $\Sigma_c(\omega)=\frac{i}{2\pi}\int d\omega'\,G(\omega+\omega')W^c(\omega')$ the contour is closed on the side without the pole of $G$: above for empty states, below for occupied ones. The one enclosed pole of $W^c$ gives

$$\Sigma^c_{pq}(\omega)=\sum_s\left[\sum_i\frac{w^s_{pi}w^s_{qi}}{\omega-\varepsilon_i+\Omega_s-i\eta}+\sum_a\frac{w^s_{pa}w^s_{qa}}{\omega-\varepsilon_a-\Omega_s+i\eta}\right], \tag{26}$$

where the infinitesimal of $G$ is absorbed in $\eta$. Exchange is $\Sigma^x_{pq}=-\sum_i(pi|iq)$.

## Hydrogen molecule

Take H$_2$ with a bond length of 0.74 Å, the 6-31G basis (four functions) and $\eta=0.010$ Ha. The basis is small and GW omits vertex corrections, so the energies illustrate the equations and are not predictions for experiment. They are far from converged in the basis: with $\eta=0.05$ Ha the highest occupied level moves from $-16.03$ eV to $-16.18$, $-16.38$ and $-16.61$ eV in cc-pVDZ, cc-pVTZ and cc-pVQZ, the lowest empty level falls from 6.6 eV to 4.3 eV in cc-pVTZ, and the correlation term of the highest occupied level changes sign, from $+0.005$ Ha to $-0.013$ Ha in cc-pVTZ.

The iteration replaces $H_0$ by $H_0+0.4(F+V-H_0)$. At the Hartree-Fock start $H_0=F+\Sigma_x$, so the residual of (16) is $\mathrm{Re}\,\Sigma^c_{ii}(\varepsilon_i)$. Its largest magnitude is 0.097 Ha. It falls to $2.3\times10^{-4}$ Ha after 10 iterations and to $8\times10^{-12}$ Ha after 49. A start from the local-density approximation reaches the same levels within $2\times10^{-11}$ Ha. This agreement supports a common fixed point for these two starts, but does not prove uniqueness.

At the fixed point the terms of (16), in hartree, are:

| Level | $F_{ii}$ | $\Sigma^x_{ii}$ | $\mathrm{Re}\,\Sigma^c_{ii}$ |
|---|---|---|---|
| HOMO | 0.05969 | −0.65373 | 0.00509 |
| LUMO | 0.32108 | −0.08125 | 0.00126 |

For the highest occupied level (HOMO),

$$0.05969-0.65373+0.00509=-0.58895\ \text{Ha}, \tag{27}$$

which agrees with the eigenvalue $-0.58894$ Ha ($-16.03$ eV) within the rounding of the terms. For the lowest empty level (LUMO) the sum is 0.24109 Ha (6.56 eV), again equal to the eigenvalue. This level has positive energy and so does not describe a bound extra electron.

This agreement needs a check in which $\Sigma$ is not taken from (26). For a nondegenerate frontier level $p$, with $c_m=\varepsilon_p-\varepsilon_m$ and $\eta=0$,

$$\Sigma^c_{pp}(\varepsilon_p)=-\frac1\pi\int_0^\infty d\nu\sum_{m\ne p}\frac{c_m W^c_{pm,pm}(i\nu)}{c_m^2+\nu^2}\mp\tfrac12W^c_{pp,pp}(0), \tag{28}$$

with the upper sign for the HOMO. A partner $m$ degenerate with $p$ has $c_m=0$, drops out of the integral, and would need its own term $\mp\frac12W^c_{pm,pm}(0)$. The identity $\int_0^\infty d\nu\,2\Omega c/[(\Omega^2+\nu^2)(c^2+\nu^2)]=\pi\,\mathrm{sgn}(c)/(\Omega+|c|)$ turns the integral into the terms $m\neq p$ of (26), and the last term supplies $m=p$. With $W^c$ obtained by matrix inversion at each $\nu$, the quadrature gives 0.005092 and 0.001262 Ha. The test of (16) with these values holds within its tolerance of $2\times10^{-5}$ Ha, set to allow for the finite $\eta$ in the iteration.

The HOMO lies 0.0069 Ha above its Hartree-Fock value of $-0.5958$ Ha. Correlation contributes 0.0051 Ha directly. The remaining 0.0018 Ha is the change of $F_{ii}+\Sigma^x_{ii}$, from $-0.5958$ to $-0.5940$ Ha, caused by the new orbitals.

The off-diagonal condition can be read from levels 1 (HOMO) and 3. The self-energy element is $-0.16457$ Ha at $\varepsilon_1$ and $-0.18315$ Ha at $\varepsilon_3$. Their mean is $V_{13}=-0.17386$ Ha, and $F_{13}=+0.17386$ Ha cancels it, as (18) requires. With eigenvalue-only self-consistency on Hartree-Fock orbitals, the diagonal residual also converges, to $6\times10^{-12}$ Ha, but an off-diagonal element of 0.011 Ha remains. The HOMO is then $-0.5908$ Ha, 0.0018 Ha below the QSGW value.

Half the difference of the two self-energy elements is the residual, $R_{31}=\frac12(-0.16457+0.18315)=0.00929$ Ha. Inversion symmetry separates the four orbitals into two even and two odd ones, so level 3 is the one partner of the HOMO in (21). With $Z_1=0.971$ and $\varepsilon_1-\varepsilon_3=-1.339$ Ha, leaving out the change of $\Sigma_{33}$ in the denominator gives

$$\delta_1\approx0.971\times\frac{(0.00929)^2}{-1.339}\ \text{Ha}=-6.26\times10^{-5}\ \text{Ha}. \tag{29}$$

The full denominator gives $-6.16\times10^{-5}$ Ha, and the root of the dynamical equation with $\Sigma^H$ lies at the same shift to these digits. Its magnitude is about 1.2% of the HOMO's correlation term. For the LUMO, (21) and the root both give $-6.05\times10^{-5}$ Ha, about 5% of its correlation term. In this molecule and basis, the static potential therefore changes the frontier energies little compared with the dynamical equation built from the same $F$ and $\Sigma^H$. The size depends on the basis: with $\eta=0.05$ Ha the HOMO shift is $-5.5\times10^{-4}$ Ha in cc-pVDZ and $-1.0\times10^{-3}$ Ha in cc-pVTZ, about a tenth of the correlation term there. The full set of 6-31G values is in the numerical output.

## Table of computed values

```
Model: max |V - least-squares V| = 1.1e-16 Ha
Model: max |V - one-sided V| = 0.0797 Ha
Model: covariance error, Hermitian part = 6.2e-17 Ha
Model: covariance error, elementwise Re = 0.3921 Ha
H2 bond length = 0.74 angstrom, basis functions = 4
Broadening eta = 0.010 Ha, mixing = 0.4
HF levels (Ha): -0.59582 0.23847 0.77472 1.40441
QSGW levels (Ha): -0.58894 0.24109 0.74992 1.31662
RPA energies Omega_s (Ha): 0.95669 1.54130 2.17322
Max diagonal residual, iteration 0 = 9.67e-02 Ha
Max diagonal residual, iteration 5 = 5.31e-03 Ha
Max diagonal residual, iteration 10 = 2.34e-04 Ha
Max diagonal residual, iteration 49 = 8.14e-12 Ha
Iterations from LDA start = 48
Max level difference, HF vs LDA start = 1.9e-11 Ha
HOMO: <h+v_H> = 0.059690 Ha
HOMO: Sigma_x = -0.653725 Ha
HOMO: Re Sigma_c = 0.005091 Ha
HOMO: Sigma_c by quadrature = 0.005092 Ha
HOMO: Im Sigma_c = 1.1e-04 Ha
HOMO: QSGW energy = -0.588944 Ha = -16.026 eV
HOMO: Z = 0.9710
HOMO: dynamical shift, root = -6.1607e-05 Ha
HOMO: dynamical shift, formula = -6.1595e-05 Ha
LUMO: <h+v_H> = 0.321082 Ha
LUMO: Sigma_x = -0.081250 Ha
LUMO: Re Sigma_c = 0.001262 Ha
LUMO: Sigma_c by quadrature = 0.001262 Ha
LUMO: Im Sigma_c = 1.1e-06 Ha
LUMO: QSGW energy = 0.241095 Ha = 6.561 eV
LUMO: Z = 0.9923
LUMO: dynamical shift, root = -6.0493e-05 Ha
LUMO: dynamical shift, formula = -6.0487e-05 Ha
Level coupled to HOMO (HOMO = 1): 3
Sigma_1j at HOMO energy = -0.164572 Ha
Sigma_1j at partner energy = -0.183145 Ha
Static V_1j = -0.173858 Ha
<1|h+v_H|j> = 0.173858 Ha
Residual R_j1 = 0.009287 Ha
Eigenvalue-only levels (Ha): -0.59075 0.23974 0.74827 1.31384
Eigenvalue-only: max diagonal residual = 6.1e-12 Ha
Eigenvalue-only: max off-diagonal = 0.01117 Ha
QSGW: max off-diagonal = 3.4e-12 Ha
```
